# Shot noise of a diffusive conductor from its transmission eigenvalues, part 1

(Sections cited here and not found follow in the second part.)

## First half: from scattering amplitudes to an evolution equation

A conductor of length $L$ joins two ideal leads. Each lead carries $N$ channels for each of $g$ equivalent spin and valley species. Electrons cross without inelastic scattering and without exchanging energy among themselves, so one species is described at each energy by a unitary matrix

$$\mathcal S=\begin{pmatrix} r & t'\\ t & r'\end{pmatrix}.$$

Here $t$ takes waves arriving from the left into waves leaving on the right, and $r'$ reflects waves that arrive from the right. Unitarity gives $r^\dagger r+t^\dagger t=1$ and $tt^\dagger+r'r'^\dagger=1$. The eigenvalues $T_n$ of $tt^\dagger$ lie between 0 and 1 and are called transmission eigenvalues.

The left lead is at the higher electron energy, by $eV>0$, with $e$ the elementary charge. The temperature is written $\Theta$, to keep $T$ for transmission. The current noise is one-sided and taken at zero frequency,

$$S=2\int_{-\infty}^{\infty}dt\,\langle\delta I(t)\,\delta I(0)\rangle .$$

Electrical formulas are written in SI form, since the final numbers concern a device; the lattice tests take the hopping as the unit of energy.

**(a) At zero temperature, express $I$, $S$ and the Fano factor $F=S/(2eI)$ through the $T_n$.**

*Solution.* In one channel, right-moving states at energy $E$ have density $1/(hv)$ per unit length and energy. In a time $\tau$ those within a length $v\tau$ pass, so the number of states passing per unit energy is $\tau/h$, whatever the velocity $v$. Each may be treated as an independent slot for long $\tau$.

Take a slot inside the bias window. All channels arriving from the left are filled and all those arriving from the right are empty. The outgoing operators on the right are $b_i=\sum_k t_{ik}a_k+\sum_k r'_{ik}a'_k$, where $a_k$ and $a'_k$ belong to the left and right incoming channels. Hence

$$C_{ij}=\langle b_i^\dagger b_j\rangle=\sum_k t^*_{ik}t_{jk}=(tt^\dagger)_{ji}.$$

The mean number of electrons leaving on the right is $\mathrm{Tr}\,C=\sum_nT_n$. For the variance, Wick's theorem for free fermions gives

$$\langle b_i^\dagger b_i b_j^\dagger b_j\rangle-\langle b_i^\dagger b_i\rangle\langle b_j^\dagger b_j\rangle=\langle b_i^\dagger b_j\rangle\langle b_i b_j^\dagger\rangle=C_{ij}(\delta_{ij}-C_{ji}).$$

Summing over $i$ and $j$ yields $\mathrm{Tr}\,C-\mathrm{Tr}\,C^2=\sum_nT_n(1-T_n)$. Below the window both sides send in filled channels, so $C$ is the transpose of $tt^\dagger+r'r'^\dagger=1$ and the variance vanishes. Above the window everything is empty.

There are $eV\tau/h$ slots in the window for each species. The mean charge divided by $\tau$ is

$$I=g\,\frac{e^2V}{h}\sum_nT_n .$$

The charge transferred in time $\tau$ has variance $\int_0^\tau\!\int_0^\tau\langle\delta I(t)\delta I(t')\rangle\,dt\,dt'$. For long $\tau$ this is $\tau\int\langle\delta I(t)\delta I(0)\rangle dt=\tau S/2$. Therefore

$$S=\frac{2}{\tau}\,e^2g\,\frac{eV\tau}{h}\sum_nT_n(1-T_n)=2g\,\frac{e^3V}{h}\sum_nT_n(1-T_n),$$

$$F=\frac{S}{2eI}=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n}.$$

A channel with $T=1$ is silent, because a regular stream of filled slots passes unchanged. If all $T_n\ll1$, the transfers are rare and independent, and $F\to1$, the Poisson value.

The counting argument can be tested on a chain of 600 sites with unit hopping, except for a middle bond of strength $w=0.5$. The left half starts full and the right half empty. To find $T(k)$, match $e^{ikj}+\rho e^{-ikj}$ for $j\le0$ to $\theta e^{ikj}$ for $j\ge1$. The equations at the two sites beside the bond are $e^{ik}+\rho e^{-ik}=w\theta e^{ik}$ and $w(1+\rho)=\theta$. Eliminating $\rho$ gives $2i\sin k=\theta(we^{ik}-e^{-ik}/w)$, so

$$T(k)=|\theta|^2=\frac{4w^2\sin^2k}{|1-w^2e^{2ik}|^2}.$$

The predicted growth rate of the variance is $\int T(1-T)\,dE/(2\pi)$ over the whole band, in units of hopping$/\hbar$. It equals 0.1435. Direct evolution of the fermions between times 120 and 240 (in $\hbar$/hopping) also gives 0.1435.

**(b) Extend the noise formula to a temperature $\Theta$, with the $T_n$ independent of energy over the relevant window.**

*Solution.* Suitable unitary changes of basis among the incoming and among the outgoing channels split $\mathcal S$ into $2\times2$ blocks, one for each $T_n$. The incoming occupations are the same for all channels of one lead, so these rotations leave them unchanged.

In one slot of one block the left state is filled with probability $f_L$ and the right state with probability $f_R$. If both are filled, both outgoing states are filled and nothing is transferred. If the left alone is filled, one electron crosses to the right with probability $T$; if the right alone is filled, one crosses to the left with probability $T$. The mean transfer is $T(f_L-f_R)$, and the variance is

$$v(E)=T\left[f_L(1-f_R)+f_R(1-f_L)\right]-T^2(f_L-f_R)^2 .$$

Two integrals are needed. Fermi functions displaced by $eV$ obey $f_R(1-f_L)=e^{-eV/k\Theta}f_L(1-f_R)$. The difference of these two products is $f_L-f_R$. Their sum is therefore

$$f_L(1-f_R)+f_R(1-f_L)=(f_L-f_R)\,\frac{1+e^{-eV/k\Theta}}{1-e^{-eV/k\Theta}}=(f_L-f_R)\coth\frac{eV}{2k\Theta}.$$

Since $\int(f_L-f_R)dE=eV$, the first integral is $eV\coth(eV/2k\Theta)$. Next, expansion shows that

$$(f_L-f_R)^2=f_L(1-f_R)+f_R(1-f_L)-f_L(1-f_L)-f_R(1-f_R).$$

From $f(1-f)=-k\Theta\,df/dE$ we have $\int f(1-f)dE=k\Theta$. The second integral is thus $eV\coth(eV/2k\Theta)-2k\Theta$. Combining the two,

$$\int v\,dE=T(1-T)\,eV\coth\frac{eV}{2k\Theta}+2k\Theta\,T^2 .$$

Sum over channels and divide by $eV\sum_nT_n$. With $F$ the zero-temperature Fano factor, $\sum_nT_n^2/\sum_nT_n=1-F$, so

$$\frac{S}{2eI}=F\coth\frac{eV}{2k\Theta}+(1-F)\frac{2k\Theta}{eV}.$$

For $eV\gg k\Theta$ this tends to $F$. For $eV\ll k\Theta$ it tends to $2k\Theta/eV$, which is the equilibrium noise $S=4k\Theta I/V$.

**(c) A thin disordered slice is joined to the right end of the conductor. How do the eigenvalues of $Q=(tt^\dagger)^{-1}$ change?**

*Solution.* Let $r_s$ be the reflection matrix of the slice for waves coming from its left, and $t_s$ its transmission matrix to the right. Between conductor and slice, let $\alpha$ be the right-moving and $\beta$ the left-moving amplitude. For an incoming wave $\psi$ from the far left,

$$\alpha=t\psi+r'\beta,\qquad \beta=r_s\alpha .$$

Thus $\alpha=(1-r'r_s)^{-1}t\psi$, and the total transmission matrix is

$$t_{\rm tot}=t_s(1-r'r_s)^{-1}t .$$

Form $t_{\rm tot}t_{\rm tot}^\dagger$ and invert it:

$$Q_{\rm tot}=(t_s^\dagger)^{-1}(1-r_s^\dagger r'^\dagger)\,Q\,(1-r'r_s)\,t_s^{-1}.$$

Multiplication by $t_s^{-1}$ on the left and $t_s$ on the right does not alter the eigenvalues. It brings the factor $t_s^{-1}(t_s^\dagger)^{-1}=(t_s^\dagger t_s)^{-1}=(1-r_s^\dagger r_s)^{-1}$ to the front. The new eigenvalues are therefore those of

$$\tilde Q=(1-r_s^\dagger r_s)^{-1}(1-r_s^\dagger r'^\dagger)\,Q\,(1-r'r_s).$$

To second order in $r_s$, $\tilde Q=Q+\Delta_1+\Delta_2$ with

$$\Delta_1=-(r_s^\dagger A^\dagger+Ar_s),\qquad \Delta_2=r_s^\dagger r'^\dagger Qr'r_s+r_s^\dagger r_sQ,\qquad A=Qr'.$$

The product of $r_s^\dagger r_s$ with $\Delta_1$ is of third order and has been dropped. Unitarity, in the form $r'r'^\dagger=1-Q^{-1}$, gives

$$AA^\dagger=Q(1-Q^{-1})Q=Q^2-Q .$$

**(d) Average over the slice and find how $G(z)=\frac1N\langle\mathrm{Tr}\,(z-Q)^{-1}\rangle$ evolves with length, to leading order in large $N$.**

*Solution.* The statistical assumption is isotropy: a slice scatters every channel into every other with equal mean probability and random phase. The elements of $r_s$ are independent, with

$$\langle (r_s)_{ij}\rangle=0,\quad \langle (r_s)_{ij}(r_s)_{kl}\rangle=0,\quad \langle (r_s)_{ij}(r_s)^*_{kl}\rangle=\frac{\delta s}{N}\delta_{ik}\delta_{jl}.$$

An incoming channel is reflected with total probability $N\cdot\delta s/N=\delta s$. This defines the backscattering mean free path $l_b$ through $\delta s=\delta L/l_b$, and the length variable $s=L/l_b$. For any matrix $X$ independent of the slice, the rule above gives

$$\langle r_s^\dagger Xr_s\rangle=\langle r_sXr_s^\dagger\rangle=\frac{\delta s}{N}\mathrm{Tr}\,X .$$

With time-reversal symmetry $r_s$ is symmetric, which allows a second pairing of indices. That pairing has one free index sum fewer, and so contributes at relative order $1/N$.

Let $R=(z-Q)^{-1}$. The expansion of the new resolvent is $R+R\Delta R+R\Delta R\Delta R+\dots$, with $\Delta=\Delta_1+\Delta_2$. The average of $\Delta_1$ vanishes, so the change of $\mathrm{Tr}\,R$ is $\mathrm{Tr}\,R^2\Delta_2+\mathrm{Tr}\,R^2\Delta_1R\Delta_1$. Since $\mathrm{Tr}\,r'^\dagger Qr'=\mathrm{Tr}\,Q(1-Q^{-1})=\mathrm{Tr}(Q-1)$, the first part is

$$\langle\mathrm{Tr}\,R^2\Delta_2\rangle=\frac{\delta s}{N}\mathrm{Tr}\,R^2\,\mathrm{Tr}(Q-1)+\delta s\,\mathrm{Tr}\,R^2Q .$$

In the second part the surviving terms pair one $r_s$ with one $r_s^\dagger$:

$$\langle\mathrm{Tr}\,R^2r_s^\dagger A^\dagger RAr_s\rangle=\frac{\delta s}{N}\mathrm{Tr}\,R^2\,\mathrm{Tr}\,R(Q^2-Q),$$

$$\langle\mathrm{Tr}\,R^2Ar_sRr_s^\dagger A^\dagger\rangle=\frac{\delta s}{N}\mathrm{Tr}\,R\,\mathrm{Tr}\,R^2(Q^2-Q).$$

Now average over the conductor as well. At large $N$ the normalized traces are assumed to fluctuate little, so the mean of a product becomes a product of means. Write $\langle X\rangle$ for the averaged $\frac1N\mathrm{Tr}\,X$. Dividing by $N\delta s$,

$$\partial_sG=\langle R^2\rangle\langle Q-1\rangle+\langle R^2Q\rangle+\langle R^2\rangle\langle R(Q^2-Q)\rangle+\langle R\rangle\langle R^2(Q^2-Q)\rangle .$$

Each mean can be reduced to $G$ and $G'=\partial_zG$. First, $\langle R\rangle=G$ and $\langle R^2\rangle=-G'$. From $Q=z-(z-Q)$ come $\langle RQ\rangle=zG-1$ and $\langle R^2Q\rangle=-zG'-G$. The identity $Q^2-Q=(z^2-z)-(z-Q)(z+Q-1)$ then gives

$$\langle R(Q^2-Q)\rangle=(z^2-z)G-z-\langle Q-1\rangle,$$

$$\langle R^2(Q^2-Q)\rangle=-(z^2-z)G'-(z-1)G-(zG-1).$$

The last line equals $-(z^2-z)G'-(2z-1)G+1$. Insert everything:

$$\begin{aligned}\partial_sG={}&-G'\langle Q-1\rangle-zG'-G\\&-(z^2-z)GG'+zG'+G'\langle Q-1\rangle\\&-(z^2-z)GG'-(2z-1)G^2+G .\end{aligned}$$

The terms with $\langle Q-1\rangle$ cancel, as do $\pm zG'$ and $\pm G$. What remains is a total derivative:

$$\partial_sG=-2(z^2-z)GG'-(2z-1)G^2=-\partial_z\left[z(z-1)G^2\right].$$

**(e) Deduce the mean transmission, and relate $l_b$ to the mobility of a two-dimensional conductor.**

*Solution.* At $z=0$ the definition gives $G(0)=-\langle Q^{-1}\rangle=-m_1$, where $m_1$ is the mean of $T$ over all $N$ channels. The evolution equation at $z=0$ reads $\partial_sG=G^2$, or $dm_1/ds=-m_1^2$. A conductor of zero length has $m_1=1$, so

$$m_1=\frac{1}{1+s}.$$

The resistance is $\frac{h}{ge^2N}(1+s)$: a ballistic part, plus a part proportional to length. This is Ohm's law with the resistance of ideal contacts included.

In a strip of width $W$ the transverse wave numbers are spaced by $\pi/W$, so $N=k_FW/\pi$. The sheet density is $n=gk_F^2/4\pi$. Equate the length-dependent part to $L/(ne\mu W)$, with $\mu$ the mobility:

$$\frac{h}{ge^2}\frac{\pi}{k_FW}\frac{L}{l_b}=\frac{L}{ne\mu W}\quad\Rightarrow\quad l_b=\frac{\pi h}{ge^2k_F}\,\frac{gk_F^2}{4\pi}\,e\mu=\frac{hk_F\mu}{4e}=\frac{\pi}{2}\,l,$$

where $l=\hbar k_F\mu/e$ is the transport mean free path. This value is fixed by matching the resistance of a long strip. A thin slice of a two-dimensional conductor with isotropic point scatterers reflects with mean probability $\pi\,\delta L/4l$, not $2\,\delta L/\pi l$, because oblique channels are reflected more often than forward ones. For such a conductor $1/(1+s)$ and the finite-$s$ Fano factor of part (i) are interpolations between the ballistic and diffusive limits. At $s=1$ the Boltzmann equation gives $m_1=0.49$ and $F=0.27$, in place of 0.50 and 0.29. The limit of large $s$ is not affected.

## Second half: the distribution and its noise

The symbols carried over are these. The $T_n$ are the eigenvalues of $tt^\dagger$, $N$ is the number of channels per species, and $g$ counts spin and valley. The matrix $Q$ has eigenvalues $q=1/T\ge1$. The length variable is $s=L/l_b$, with $l_b=\frac{\pi}{2}l$ in two dimensions, and $m_1=\langle T\rangle=1/(1+s)$. At zero temperature $F=\sum T_n(1-T_n)/\sum T_n$. For isotropic slices and large $N$, the function $G(z)=\langle1/(z-q)\rangle$ obeys

$$\partial_sG=-\partial_z\left[z(z-1)G^2\right].$$

**(f) Solve this equation for a conductor that starts from zero length.**

*Solution.* Put $z=\cosh^2x$, $\kappa=\sqrt{z(z-1)}=\sinh x\cosh x$ and $U=\kappa G$. Then $dz/dx=2\sinh x\cosh x=2\kappa$. Multiplying the evolution equation by $\kappa$ gives

$$\partial_sU=-\kappa\,\partial_z(U^2)=-\kappa\,\frac{1}{2\kappa}\,\partial_x(U^2)=-U\,\partial_xU .$$

At $s=0$ every $q$ equals 1, so $G=1/(z-1)=1/\sinh^2x$ and $U=\coth x$. The equation says that $U$ keeps its value along lines of slope $dx/ds=U$. Tracing such a line back to $s=0$,

$$U=\coth(x-sU).$$

This implicit equation can have several solutions, and the right one follows from a known point. The upper half of the $z$ plane corresponds to $\mathrm{Re}\,x>0$, $0<\mathrm{Im}\,x<\pi/2$. The point $z=0$ is $x=i\pi/2$. There $G=-m_1$ is finite and $\kappa=0$, hence $U=0$. Write $x-sU=\eta+i\pi/2$. Because $\coth(\eta+i\pi/2)=\tanh\eta$,

$$U=\tanh\eta,\qquad \eta+s\tanh\eta=x-\frac{i\pi}{2},$$

on the branch with $\eta=0$ at $x=i\pi/2$.

We have expressed the noise through the transmission eigenvalues, derived how their resolvent $G$ evolves with length, and solved that equation in implicit form. It remains to extract the eigenvalue density, average the noise over it, treat finite length and a contact barrier, and apply the results to a graphene strip.
